# Counting the crystal-field parameters of an f shell

## The problem

An electron in a shell of fixed $l$ feels the electrostatic potential of its surroundings. Spin is left out, and the potential is a real, local function,

$$V(\mathbf r)=\sum_{k,q}b_{kq}(r)\,C^k_q(\theta,\varphi),\qquad C^k_q=\sqrt{\frac{4\pi}{2k+1}}\,Y_{kq}.$$

The phases are those of Condon and Shortley. All orbitals of the shell share one radial function $R(r)$, so within the shell only the averages $B_{kq}=\int R^2\,b_{kq}\,r^2dr$ matter. Since $C^{k*}_q=(-1)^qC^k_{-q}$, reality of $V$ requires $B_{k,-q}=(-1)^qB^*_{kq}$. Each $k$ therefore carries $2k+1$ real coefficients. The term $k=0$ shifts all levels equally and is not counted.

Which $k$ act within the shell? For $l=3$, how many independent real coefficients are there at a site of symmetry $C_1$, $C_{2v}$, $D_3$, $D_{3h}$ or $O_h$, with the axes tied to the symmetry elements?

## A tempting solution

Two angular momenta $l=3$ couple to at most $6$, so $k$ runs from 1 to 6. Without symmetry this gives $3+5+7+9+11+13=48$ coefficients. With symmetry, one keeps the combinations of $C^k_q$ that are invariant under the group. Counting these for all six values of $k$ gives

$$C_1:48,\quad C_{2v}:15,\quad D_3:8,\quad D_{3h}:6,\quad O_h:2.$$

These are correct counts of the invariant functions with $1\le k\le6$. They are not the counts asked for.

## Where it fails

In real orbitals, the matrix of a real potential is real and symmetric. For seven orbitals it has $7\cdot8/2=28$ independent entries. It cannot hold 48 independent coefficients and a common shift.

The triangle rule was applied, but parity was not. A matrix element within the shell is

$$V_{ij}=\int F_i\,V\,F_j\,d\Omega,$$

where $F_i$ and $F_j$ are real harmonics of degree $l$ and the radial average is understood. Two properties of $F_iF_j$ decide the matter.

- It is a polynomial of degree $2l$ on the unit sphere, so it contains no harmonic of degree above $2l$. Orthogonality removes all $k>2l$.
- Under $\mathbf r\to-\mathbf r$ it gains $(-1)^l(-1)^l=1$, while $C^k_q$ gains $(-1)^k$. For odd $k$ the integrand is odd and the integral vanishes.

Hence $k=0,2,\dots,2l$. The odd terms may well be present in the potential; they have no matrix elements inside the shell. In $O_h$ the tempting count came out right because inversion belongs to the group and already removes odd $k$ from $V$.

The rule concerns local potentials, for which rank $k$ carries parity $(-1)^k$, not odd rank as such. The operator $L_z$ has rank 1 but even parity, and it acts within the shell; it is not a local potential, and its matrix in real orbitals is imaginary and antisymmetric.

## The coefficients are independent

It remains to show that none of the even terms is redundant. Consider the traces $\mathrm{Tr}(C^{k\dagger}_qC^{k'}_{q'})$ over the shell. A rotation of the axes leaves a trace unchanged and mixes the $2k+1$ components of each rank irreducibly. By Schur's lemma,

$$\mathrm{Tr}\big(C^{k\dagger}_qC^{k'}_{q'}\big)=N_k\,\delta_{kk'}\delta_{qq'}.$$

If $N_k\neq0$, every coefficient can be recovered from the matrix $H$ of the field as $B_{kq}=\mathrm{Tr}(C^{k\dagger}_qH)/N_k$, so the coefficients are independent.

To find $N_k$ for $l=3$, take $q=0$ and write $c_k(m)=\langle3m|C^k_0|3m\rangle$, which is even in $m$. By the Wigner–Eckart theorem, $C^k_0$ is proportional within the shell to the $q=0$ component of the rank-$k$ tensor obtained from $L_+^k$ by repeated commutation with $L_-$. That component commutes with $L_z$. Using $L_-L_+=L^2-L_z^2-L_z$, it becomes a polynomial in $L_z$ of degree at most $k$. So $c_k(m)$ is such a polynomial in $m$, and the trace rule makes different $k$ orthogonal over $m=-3,\dots,3$. For $|m|=0,1,2,3$ this fixes the patterns:

- $c_2\propto 4-m^2$, since the mean of $m^2$ is 4. The pattern is $(4,3,0,-5)$.
- $c_6$ is orthogonal to all polynomials of degree below 6. Being even in $m$, it is orthogonal to the odd ones. The values $c_k(3)$, computed directly below, are nonzero, so $c_2$ and $c_4$ do not vanish; being orthogonal to the lower members, they have degree exactly 2 and 4, and with the constant they span the even polynomials of degree up to 4, to which the trace rule makes $c_6$ orthogonal. These are annihilated by the sixth finite difference, so the pattern is $(20,-15,6,-1)$.
- $c_4$ is orthogonal to the constant, to $c_2$ and to $c_6$. These three conditions on four numbers give $(6,1,-7,3)$.

The scale follows from $|m|=3$. With $x=\cos\theta$, its density is proportional to $(1-x^2)^3$. Integrating the derivative of $x^{2n+1}(1-x^2)^4$ from $-1$ to $1$ gives zero, hence $\langle x^{2n+2}\rangle=\frac{2n+1}{2n+9}\langle x^{2n}\rangle$. The averages of $x^2,x^4,x^6$ are $\frac19,\frac1{33},\frac5{429}$, and the Legendre polynomials average to

$$c_2(3)=\tfrac12\left(\tfrac39-1\right)=-\tfrac13,\qquad c_4(3)=\tfrac18\left(\tfrac{35}{33}-\tfrac{30}{9}+3\right)=\tfrac1{11},$$

$$c_6(3)=\tfrac1{16}\left(\tfrac{231\cdot5}{429}-\tfrac{315}{33}+\tfrac{105}9-5\right)=-\tfrac5{429}.$$

Therefore

$$c_2=\tfrac1{15}(4,3,0,-5),\quad c_4=\tfrac1{33}(6,1,-7,3),\quad c_6=\tfrac5{429}(20,-15,6,-1).$$

Summing squares, with $|m|=1,2,3$ counted twice, gives $N_2=84/225=0.3733$, $N_4=154/1089=0.1414$ and $N_6=0.1255$. None vanishes. Without symmetry there are thus $5+9+13=27$ parameters. With the common shift they make 28, which exhausts the real symmetric matrices. So any real symmetric one-electron operator in the shell, even one that does not come from a local potential, has this same form.

## Imposing the symmetry

The number of invariants of rank $k$ is the trace of the projector onto them, which is the group average of the character:

$$n_k=\frac1{|G|}\sum_g\chi_k(g),\qquad \chi_k(\alpha)=\sum_{m=-k}^{k}e^{-im\alpha}=\frac{\sin[(k+\frac12)\alpha]}{\sin(\alpha/2)}.$$

An improper element is inversion times a rotation. For even $k$ inversion contributes a factor 1, so the angle of the rotation suffices. The characters for $k=2,4,6$ are

- $0^\circ$: $5,\ 9,\ 13$
- $60^\circ$: $1,\ -2,\ 1$
- $90^\circ$: $-1,\ 1,\ -1$
- $120^\circ$: $-1,\ 0,\ 1$
- $180^\circ$: $1,\ 1,\ 1$

**$C_{2v}$.** A mirror is inversion times a $180^\circ$ rotation, so there are three elements with $180^\circ$. Then $n_k=(2k+1+3)/4=2,3,4$, in total 9.

**$D_3$.** There are two rotations by $120^\circ$ and three by $180^\circ$. The averages are $(5-2+3)/6=1$, $(9+0+3)/6=2$ and $(13+2+3)/6=3$, in total 6.

**$D_{3h}$.** The four mirrors add four elements with $180^\circ$. The two elements $S_3$ have rotation parts of $180^\circ+120^\circ=300^\circ$, equivalent to $60^\circ$. The averages are $(5+2-2+7)/12=1$, $(9-4+0+7)/12=1$ and $(13+2+2+7)/12=2$, in total 4.

**$O_h$.** Inversion doubles every rotation without changing the average, so 24 rotations suffice: the identity, eight by $120^\circ$, six by $90^\circ$ and nine by $180^\circ$. The averages are $(5-8-6+9)/24=0$, $(9+0+6+9)/24=1$ and $(13+8-6+9)/24=1$, in total 2.

The answer is

$$C_1:27,\quad C_{2v}:9,\quad D_3:6,\quad D_{3h}:4,\quad O_h:2.$$

In $C_1$ no axes are preferred, and a rotation of the frame can remove three of the 27 coefficients, leaving 24 that describe the field itself. In the other four groups a small rotation takes a generic field out of its allowed form, so nothing more can be removed. The numerical check confirms both statements. It also finds the five totals independently, by solving for all real symmetric $7\times7$ matrices that commute with the group.

## One f electron in a $D_{3h}$ field

Put the threefold axis along $z$ and a twofold axis along $y$. The threefold axis requires $q$ to be a multiple of 3. For even $k$, the horizontal mirror multiplies $C^k_q$ by $(-1)^q$ and so requires even $q$. The twofold axis sends $\varphi\to\pi-\varphi$ and $\theta\to\pi-\theta$, which keeps $\cos6\varphi$ and reverses $\sin6\varphi$. The field is

$$V=B_{20}C^2_0+B_{40}C^4_0+B_{60}C^6_0+B_{66}(C^6_6+C^6_{-6}).$$

The last term can connect only $m=3$ with $m=-3$. Its angular form is $2B_{66}\frac{\sqrt{231}}{32}\sin^6\theta\cos6\varphi$. For $|m|=3$ the average of $\sin^6\theta$ is

$$\tfrac{35}{32}\int_{-1}^{1}(1-x^2)^6dx=\tfrac{35}{32}\cdot\tfrac{2048}{3003}=\tfrac{320}{429}.$$

The average of $\cos6\varphi$ is $+\frac12$ in the $\cos3\varphi$ orbital ($a_2'$) and $-\frac12$ in the $\sin3\varphi$ orbital ($a_1'$); the cross term vanishes. The shifts are $\pm cB_{66}$ with $c=10\sqrt{231}/429=0.3543$.

Take the model values $B_{20}=300$, $B_{40}=-1000$, $B_{60}=500$ and $B_{66}=500$ cm$^{-1}$. In cm$^{-1}$, the levels are

$$E(a_2'')=\tfrac4{15}B_{20}+\tfrac2{11}B_{40}+\tfrac{100}{429}B_{60}=80.00-181.82+116.55=14.7,$$

$$E(e')=\tfrac15B_{20}+\tfrac1{33}B_{40}-\tfrac{25}{143}B_{60}=60.00-30.30-87.41=-57.7,$$

$$E(e'')=-\tfrac7{33}B_{40}+\tfrac{10}{143}B_{60}=212.12+34.97=247.1,$$

$$E(a_2',a_1')=-\tfrac13B_{20}+\tfrac1{11}B_{40}-\tfrac5{429}B_{60}\pm cB_{66}=-196.74\pm177.14,$$

so $E(a_2')=-19.6$ and $E(a_1')=-373.9$.

Five levels have four independent differences, and here these return the four parameters, provided each level has been assigned to its symmetry. For example,

$$B_{20}=\frac{\frac4{15}(14.73)+\frac25(-57.72)-\frac23(-196.74)}{0.3733}=300\ \text{cm}^{-1},$$

$$B_{66}=\frac{-19.60+373.88}{2(0.3543)}=500\ \text{cm}^{-1}.$$

One-electron energies do not always suffice: in $C_{2v}$ seven levels have six differences, but there are nine parameters.

## What the odd terms do

The group $D_{3h}$ also allows the $k=3$ potential $S\frac{\sqrt5}{2}\sin^3\theta\sin3\varphi$. It has no elements inside the f shell, but it couples f to d. Let the radial integral be $S=2000$ cm$^{-1}$, put the d shell at $\Delta=50000$ cm$^{-1}$ above the mean f energy, and neglect the splitting of the d shell. With $v$ the f–d coupling matrix and $f,d$ the amplitudes in the two shells,

$$Ef=Hf+vd,\qquad Ed=v^Tf+\Delta d.$$

For $|E|\ll\Delta$ the second equation gives $d\approx-v^Tf/\Delta$, and the first becomes $Ef\approx(H-vv^T/\Delta)f$. The added matrix is real, symmetric and invariant under $D_{3h}$. By the completeness shown above, it can only give a common shift and change the four existing parameters. The shift is $-4.354$ cm$^{-1}$, and the changes of $B_{20},B_{40},B_{60},B_{66}$ are $8.617,\,9.796,\,1.179,\,17.921$ cm$^{-1}$. For the lowest level,

$$\delta E(a_1')=-4.354-2.872+0.891-0.014-6.349=-12.70\ \text{cm}^{-1}.$$

For $a_2'$ the last term changes sign and the sum is zero, as it must be: the d shell contains $a_1'$, $e'$ and $e''$, but no $a_2'$. Diagonalizing the full $12\times12$ matrix gives a largest shift of 12.60 cm$^{-1}$ in magnitude. The second-order levels differ from that diagonalization by at most 0.10 cm$^{-1}$.

Odd terms can thus alter the values of the parameters without adding to their number. This holds for one-electron operators without spin. With several electrons, eliminating other configurations can also produce two-electron operators, and these lie outside the count.

## Values computed for the example and the checks

```
Largest |<f|Z_kq|f>| for each k (dimensionless):
  k=0: 1.0000
  k=1: 0.0000
  k=2: 0.3333
  k=3: 0.0000
  k=4: 0.2405
  k=5: 0.0000
  k=6: 0.2505
  k=7: 0.0000
  k=8: 0.0000
Trace norms N_2, N_4, N_6: 0.37333 0.14141 0.12552
Rotation characters for k=2,4,6:
  60 deg: 1 -2 1
  90 deg: -1 1 -1
  120 deg: -1 0 1
  180 deg: 1 1 1
Group: order; n2 n4 n6; total; odd n1 n3 n5; removable by rotation
  C1: 1; 5 9 13; 27; 3 7 11; 3
  C2v: 4; 2 3 4; 9; 1 2 3; 0
  D3: 6; 1 2 3; 6; 0 1 1; 0
  D3h: 12; 1 1 2; 4; 0 1 1; 0
  Oh: 48; 0 1 1; 2; 0 0 0; 0
Allowed q (all cosine type) for k=2 | 4 | 6:
  C2v: 0 2 | 0 2 4 | 0 2 4 6
  D3: 0 | 0 3 | 0 3 6
  D3h: 0 | 0 | 0 6
Oh ratio B44/B40: 0.59761
Oh ratio B64/B60: -1.87083
B20, B40, B60, B66 (cm^-1): 300, -1000, 500, 500
  E(a2'') = 14.73 cm^-1, degeneracy 1
  E(e') = -57.72 cm^-1, degeneracy 2
  E(e'') = 247.09 cm^-1, degeneracy 2
  E(a2') = -19.60 cm^-1, degeneracy 1
  E(a1') = -373.88 cm^-1, degeneracy 1
Coefficient of B66 in E(a2'): 0.35428
Weighted sum of levels: 0.00 cm^-1
Recovered B20, B40, B60, B66 (cm^-1): 300.00 -1000.00 500.00 500.00
f-d strength and gap (cm^-1): 2000, 50000
Largest k=3 element inside f: 0.00 cm^-1
Largest k=3 element f-d: 796.82 cm^-1
Second-order common shift: -4.354 cm^-1
  change of B20: 8.617 cm^-1
  change of B40: 9.796 cm^-1
  change of B60: 1.179 cm^-1
  change of B66: 17.921 cm^-1
Largest f-level shift, 12x12 matrix: 12.601 cm^-1
Largest error of second order: 0.0974 cm^-1
```
